# The Cowley-Sze Pinning Factor between the Schottky-Mott and Bardeen Limits, part 2

A metal ($x<0$), an insulating layer ($0<x<\delta$) and an n-type semiconductor ($x>\delta$) are in equilibrium without applied voltage. We seek the electron barrier $\Phi_B=E_c(\delta)$ and its dependence on the metal's work function $\Phi_M$. Electron energies are measured from the Fermi level, $E_F=0$. Electrostatics is Gaussian, with electron charge $-e$ and potential $\varphi$; numbers are in eV and nm.

The semiconductor has affinity $\chi$, gap $E_g$ and band edges $E_c(x)$ and $E_v(x)=E_c(x)-E_g$. The relative permittivities of layer and semiconductor are $\epsilon_i$ and $\epsilon_s$. Interface states form a sheet at $x=\delta$, with constant density $D$ per area and energy across the gap, and move rigidly with the bands. They are neutral when filled up to the neutrality level, at depth $\Phi_0$ below $E_c(\delta)$. Their filling follows $f(E)=1/(1+e^{E/kT})$.

The charges per area $\sigma_M$ (metal), $\sigma_{ss}$ (interface states) and $\sigma_{sc}$ (semiconductor space charge), in units of $+e$, add up to zero. The electron-energy drop across the layer is $\Delta=\Phi_M-\chi-\Phi_B$. The Schottky-Mott barrier is $\Phi_M-\chi$.

**A5.** When one metal is replaced by another, $\Phi_M$ changes, while $\chi$, $D$, $\delta$, $\epsilon_i$ and $\Phi_0$ do not.

With $\kappa=4\pi e^2\delta/\epsilon_i$ and $\alpha=\kappa D$, the pinning factor is
$$
S=\frac{1}{1+4\pi e^2D\delta/\epsilon_i}.\tag{2}
$$
If $S\kappa|\sigma_{sc}-r|$ is negligible, then
$$
\Phi_B\simeq S(\Phi_M-\chi)+(1-S)\Phi_0.\tag{4}
$$
The interface charge, with its thermal correction $r$, is
$$
\sigma_{ss}=D(\Phi_B-\Phi_0)-r,\tag{7}
$$
$$
r=D\,kT\left[\ln\!\left(1+e^{-(E_g-\Phi_B)/kT}\right)-\ln\!\left(1+e^{-\Phi_B/kT}\right)\right].\tag{8}
$$
With $r$ dropped, the barrier obeys
$$
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0)+\kappa\sigma_{sc},\tag{9}
$$
and without $\sigma_{sc}$ the solution is
$$
\Phi_{\rm lin}=S(\Phi_M-\chi)+(1-S)\Phi_0.\tag{10}
$$
The size of $\sigma_{sc}$, found next, decides when (10) may be used.

### Lemma 4: the depletion charge

Let the semiconductor have $N$ ionized donors per volume and non-degenerate electrons of density $N_ce^{-E_c(x)/kT}$, where $N_c$ is the effective density of the conduction band. Holes are neglected, which requires the hole density at the interface, $N_ve^{-(E_g-\Phi_B)/kT}$ with $N_v$ the effective density of the valence band, to be small beside $N$; for a barrier close to $E_g$ an inversion layer forms, and (11) to (13) fail. Deep inside, neutrality fixes the conduction edge at $\zeta=kT\ln(N_c/N)$. If the band bending $\Phi_B-\zeta$ is positive and several $kT$, then
$$
\sigma_{sc}=NW,\qquad W^2=\frac{\epsilon_s}{2\pi e^2N}\,(\Phi_B-\zeta-kT).\tag{11}
$$

*Proof.* Put $V(x)=E_c(x)-\zeta$. The electron density is then $Ne^{-V/kT}$. Poisson's equation for the potential is $\varphi''=-4\pi e(N-Ne^{-V/kT})/\epsilon_s$, and $V=-e\varphi$ up to a constant, so
$$
V''=\frac{4\pi e^2N}{\epsilon_s}\left(1-e^{-V/kT}\right).
$$
Multiplication by $V'$ turns both sides into derivatives:
$$
\frac{d}{dx}\,\frac{V'^2}{2}=\frac{4\pi e^2N}{\epsilon_s}\,\frac{d}{dx}\left(V+kT\,e^{-V/kT}\right).
$$
Deep inside, $V=V'=0$, and the bracket on the right equals $kT$. Integration from there to $x$ gives
$$
V'^2=\frac{8\pi e^2N}{\epsilon_s}\left(V-kT+kT\,e^{-V/kT}\right).
$$
The right-hand side is positive for $V>0$, so $V'$ cannot change sign. As $V$ falls from $\Phi_B-\zeta$ to zero, $V'$ is negative. The charge is the integral of $N(1-e^{-V/kT})$, which by Poisson's equation is
$$
\sigma_{sc}=\frac{\epsilon_s}{4\pi e^2}\int_\delta^\infty V''\,dx=-\frac{\epsilon_s}{4\pi e^2}\,V'(\delta^+).
$$
Squaring and inserting $V'^2$ at the interface gives
$$
\sigma_{sc}^2=\frac{\epsilon_sN}{2\pi e^2}\left(\Phi_B-\zeta-kT+kT\,e^{-(\Phi_B-\zeta)/kT}\right).
$$
The exponential is negligible for a bending of several $kT$. Division by $N^2$ gives $W^2$. ∎

The length $W$ is the width of a fully depleted layer that would hold the same charge.

### Proposition: barrier and slope with depletion charge

Under the conditions of Lemma 4, define
$$
b=S\kappa\sqrt{\frac{\epsilon_sN}{2\pi e^2}},\qquad a=\Phi_{\rm lin}-\zeta-kT>0 .
$$
The barrier is
$$
\Phi_B=\Phi_{\rm lin}-b\,y,\qquad y=\tfrac12\left(-b+\sqrt{b^2+4a}\right),\tag{12}
$$
and, under A5, its local slope is
$$
\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+\alpha+\beta},\qquad \beta=\frac{\epsilon_s\delta}{\epsilon_iW}.\tag{13}
$$

*Proof.* Solving (9) for the barrier gives $\Phi_B=\Phi_{\rm lin}-S\kappa\sigma_{sc}$. With $y=\sqrt{\Phi_B-\zeta-kT}$, Lemma 4 reads $\sigma_{sc}=y\sqrt{\epsilon_sN/(2\pi e^2)}$, so $\Phi_B=\Phi_{\rm lin}-by$. Subtracting $\zeta+kT$ from both sides gives $y^2=a-by$, or $y^2+by-a=0$. The product of the roots is $-a<0$, so one root is positive, and it is the one in (12).

For the slope, differentiate (9) with respect to $\Phi_M$:
$$
1-\frac{d\Phi_B}{d\Phi_M}=\left(\alpha+\kappa\frac{d\sigma_{sc}}{d\Phi_B}\right)\frac{d\Phi_B}{d\Phi_M}.
$$
From (11), $\sigma_{sc}^2=(\epsilon_sN/2\pi e^2)(\Phi_B-\zeta-kT)$. Differentiation gives $2\sigma_{sc}\,d\sigma_{sc}/d\Phi_B=\epsilon_sN/(2\pi e^2)$, and with $\sigma_{sc}=NW$,
$$
\frac{d\sigma_{sc}}{d\Phi_B}=\frac{\epsilon_s}{4\pi e^2W},\qquad
\kappa\,\frac{d\sigma_{sc}}{d\Phi_B}=\frac{4\pi e^2\delta}{\epsilon_i}\,\frac{\epsilon_s}{4\pi e^2W}=\beta .
$$
Solving for the derivative gives (13). ∎

### Remark 4: two different conditions

The slope is close to $S$ when $\beta\ll1+\alpha$. The height is close to $\Phi_{\rm lin}$ when the shift $S\kappa NW$ is small. By (11), $NW=\epsilon_s(\Phi_B-\zeta-kT)/(2\pi e^2W)$, so $\kappa NW=2\beta(\Phi_B-\zeta-kT)$ and
$$
\Phi_B-\Phi_{\rm lin}=-2S\beta\,(\Phi_B-\zeta-kT).\tag{14}
$$
A small $\beta$ multiplies a band bending that may be a large fraction of an eV. A slope correction of one percent can therefore accompany a shift of more than ten meV.

### Worked junction

The parameters are round model values and stand for no particular material: $E_g=1.5$ eV, $\chi=4.0$ eV, $\Phi_0=0.8$ eV, $\delta=0.5$ nm, $\epsilon_i=2$, $\epsilon_s=12$, $D=0.5$ eV$^{-1}$nm$^{-2}$, $N=10^{-4}$ nm$^{-3}$, $N_c=5\times10^{-3}$ nm$^{-3}$ and $T=300$ K. With $e^2=1.440$ eV nm,
$$
\alpha=\frac{4\pi\times1.440\times0.5\times0.5}{2}=2.262,\qquad S=\frac{1}{3.262}=0.307 .
$$
For $\Phi_M=4.9$ eV, the Schottky-Mott barrier is $0.9$ eV, and (10) gives
$$
\Phi_{\rm lin}=0.307\times0.9+0.693\times0.8=0.831\ \text{eV}=0.0305\ \text{hartree}.
$$

The table lists five metals, in eV. Its last column is a numerical solution of the nonlinear Poisson equation through layer and semiconductor, by finite volumes and Newton iteration, with the Fermi filling of the interface states integrated by quadrature. Equation (12) gives the same values to the digits shown.

| $\Phi_M$ | $\Phi_M-\chi$ | $\Phi_{\rm lin}$ | Poisson |
|---|---|---|---|
| 4.5 | 0.500 | 0.708 | 0.696 |
| 4.7 | 0.700 | 0.769 | 0.757 |
| 4.9 | 0.900 | 0.831 | 0.817 |
| 5.1 | 1.100 | 0.892 | 0.878 |
| 5.3 | 1.300 | 0.953 | 0.939 |

A spread of $0.8$ eV in work function becomes a spread of $0.245$ eV in $\Phi_{\rm lin}$. The first two metals have Schottky-Mott barriers below $\Phi_0$, and pinning raises them. The last three lie above $\Phi_0$ and are lowered.

At $\Phi_M=4.9$ eV, the conduction edge in the bulk lies at $\zeta=0.101$ eV, $kT=0.026$ eV and $W=96$ nm. Then $\beta=12\times0.5/(2\times96)=0.031$, and (14) gives a shift of
$$
-2\times0.307\times0.031\times(0.817-0.101-0.026)\ \text{eV}\simeq-0.013\ \text{eV},
$$
the difference between the last two columns before rounding, $0.8174-0.8307$. The local slope is $0.304$ instead of $0.307$.

The charges in this junction are $\sigma_M=-0.0183$, $\sigma_{ss}=0.0087$ and $\sigma_{sc}=0.0096$ nm$^{-2}$. The depletion charge is larger than the charge in the interface states, although (10) is wrong by only $13$ meV. The reason is that $\sigma_{ss}=D(\Phi_B-\Phi_0)$ is small whenever the barrier happens to lie near $\Phi_0$. The ratio of the two charges is thus a poor measure of the error of (10); the energy $S\kappa\sigma_{sc}$ is the right one. The drop across the layer follows from the total charge: $\kappa=4\pi\times1.440\times0.5/2=4.52$ eV nm$^2$, and $4.52\times0.0183=0.083$ eV, in agreement with $0.900-0.817$.

### Remark 5: doping and the approach to the limits

The depletion charge shifts the barrier by $-S\kappa\sigma_{sc}$. Interface states reduce the factor $S$, but they also change the band bending and with it $\sigma_{sc}$. At $\Phi_M=4.9$ eV they make the shift smaller; at a sufficiently low work function, where they raise the barrier and the initial band bending is small, a small density of states can make it larger. For the parameters above this happens only below about $\Phi_M=4.35$ eV, and so for none of the metals in the table. With $D=0$ and the same doping, the barrier at $\Phi_M=4.9$ eV lies $44$ meV below the Schottky-Mott value, and the slope is $0.970$. A slope below one is therefore not by itself evidence of interface states.

With $D=0.5$ eV$^{-1}$nm$^{-2}$, the shift falls from $13.3$ meV at $N=10^{-4}$ nm$^{-3}$ to $1.2$ meV at $10^{-6}$ and $0.11$ meV at $10^{-8}$ nm$^{-3}$. Each step divides it by about eleven. A factor of ten comes from $\sqrt N$ in $b$. The rest comes from $y$: lower doping raises $\zeta$ and so reduces the band bending.

At $N=10^{-8}$ nm$^{-3}$ the simple factor can be followed from one limit towards the other. The slope in the table is a finite difference of the numerical Poisson barriers about $\Phi_M=4.9$ eV.

| $D$ (eV$^{-1}$nm$^{-2}$) | $S$ from (2) | Poisson slope | $\Phi_B$ (eV) |
|---|---|---|---|
| 0 | 1.000 | 1.000 | 0.900 |
| 0.1 | 0.689 | 0.688 | 0.869 |
| 0.5 | 0.307 | 0.307 | 0.831 |
| 2 | 0.100 | 0.100 | 0.810 |
| 20 | 0.011 | 0.011 | 0.801 |

The barrier moves from $\Phi_M-\chi=0.9$ eV to $\Phi_0=0.8$ eV. The last row amounts to $30$ states per nm$^2$ in the gap, while a semiconductor surface has some $7$ to $9$ atoms per nm$^2$; it shows the limit of the formula and not an attainable interface. If $D$ is held at $0.5$ eV$^{-1}$nm$^{-2}$ and $\delta$ is reduced to $0.005$ nm, the slope returns to $0.978$. So thin a layer has no atomic meaning; the number shows the scaling with $D\delta/\epsilon_i$.

### Remark 6: reading the line backwards

Suppose that barriers for several metals lie on a line of slope $s$, and that (4) is used to interpret it. Then
$$
\frac{D\delta}{\epsilon_i}=\frac{1}{4\pi e^2}\left(\frac1s-1\right),\qquad
\Phi_0=\frac{\Phi_B-s(\Phi_M-\chi)}{1-s},
$$
with $\Phi_B$ taken on the line. The slope yields the product $D\delta/\epsilon_i$; to obtain $D$, the ratio $\delta/\epsilon_i$ must be known separately. The formulas refer to the band-edge barrier. Barriers from transport measurements also contain the image-force lowering, which has to be removed first. For a metal in direct contact with the semiconductor it is $\sqrt{e^2F/\epsilon_s}\simeq42$ meV at the slope $F=0.0144$ eV/nm of the band edge in the worked junction, more than the biases discussed below; a layer of low permittivity reduces it.

A least-squares line through the five Poisson barriers has $s=0.304$. It returns $D=0.507$ eV$^{-1}$nm$^{-2}$ and $\Phi_0=0.781$ eV, where the model contains $0.5$ and $0.8$. The first bias follows from (13): the fit takes $\alpha+\beta$ for $\alpha$, which raises $D$ by the fraction $\beta/\alpha=0.031/2.262$, or $1.4$ percent. The second arises mainly because the depletion charge lowers the whole line, and the fit attributes this to a shallower neutrality level.

### Remark 7: where the straight line fails

*The Fermi level near a band edge.* The correction $r$ then matters. For the interface states above, with $E_F$ placed $0.05$ eV below $E_c(\delta)$, the linear law gives an excess of $0.375$ electrons per nm$^2$, and the Fermi integral is lower by $0.00175$. As an energy this is $S\kappa|r|=0.307\times4.52\times0.00175\simeq0.002$ eV, so the height is little affected. The slope is affected more. Differentiation of (7) and (8) gives $d\sigma_{ss}/d\Phi_B=D\,[f(E_v)-f(E_c)]$. Here $f(E_v)\simeq1$ and $f(E_c)=1/(1+e^{0.05/kT})=0.126$, so without space charge the slope is $1/(1+2.262\times0.874)=0.336$ instead of $0.307$. Lemma 4 does not apply to this case at the doping of the worked junction, since $\Phi_B=0.05$ eV lies below $\zeta=0.101$ eV and the band bending is negative. The expression for $\sigma_{sc}^2$ in its proof, with the exponential kept and the negative root taken, then describes an accumulation layer, whose charge lowers the slope to about $0.29$. The case illustrates the formula and is not a realistic junction: with $\Phi_0=0.8$ eV it needs $\Phi_M\simeq2.36$ eV and a drop of $1.7$ eV across the layer, a field of $3.4$ V/nm, several times the roughly $1$ V/nm at which oxide films break down. The edge correction matters in practice when $\Phi_0$ lies near a band edge or $D$ is small.

*A density that varies with energy.* Let $D(z)$ be the density at depth $z$ below the conduction edge. At low temperature, the states between the neutrality level and the Fermi level have changed their filling, so $\sigma_{ss}=\int_{\Phi_0}^{\Phi_B}D(z)\,dz$. Without space charge, $\Phi_M-\chi-\Phi_B=\kappa\sigma_{ss}$, and differentiation gives
$$
\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+\kappa D(\Phi_B)} .
$$
The pinning factor keeps its form, with the density at the Fermi level, but it changes along the curve.

*Interfaces that differ from metal to metal.* If A5 fails, the differential of (4) at fixed $\chi$ is
$$
d\Phi_B=S\,d\Phi_M+(1-S)\,d\Phi_0+(\Phi_M-\chi-\Phi_0)\,dS .
$$
Chemical reactions that alter $\Phi_0$, $D$ or $\delta$ enter through the last two terms. The slope of a plot over such metals then need not equal the $S$ of any one interface. If $S$ is constant and $\Phi_0$ varies linearly with $\Phi_M$, for example, the slope is $S+(1-S)\,d\Phi_0/d\Phi_M$. With only a few metals, random changes of $\Phi_0$ can also alter the fitted slope.

*Fixed charge in the layer.* Let a sheet of $q$ charges per area, in units of $+e$, sit at $x=x_0$. The field is $4\pi e\sigma_M/\epsilon_i$ before the sheet and $4\pi e(\sigma_M+q)/\epsilon_i$ behind it, so
$$
\Delta=-\frac{4\pi e^2}{\epsilon_i}\left[\sigma_M\delta+q(\delta-x_0)\right].
$$
Without space charge, neutrality gives $\sigma_M=-(\sigma_{ss}+q)$, and the bracket becomes $-\sigma_{ss}\delta-qx_0$. The drop gains the term $4\pi e^2qx_0/\epsilon_i$, which lowers the barrier by $S$ times this amount. If $q$ and $x_0$ are the same for all metals, the line is displaced and its slope remains $S$. An apparent neutrality level read from the intercept then contains the fixed charge as well.

Numbers in the example were calculated in double precision.
